# Cherenkov threshold in silicon and band-gap measurement at 200 keV

## Problem

A silicon foil is studied by electron energy-loss spectroscopy in a transmission electron microscope. Near a photon energy of 1 eV take the refractive index as $n=3.5$, a rough value. The indirect gap is roughly $E_g=1.12$ eV. Above it, take the absorption coefficient as $\mu=A(E-E_g)^2$ with the rough value $A=6000\ \mathrm{cm^{-1}\,eV^{-2}}$.

1. Find the kinetic energy above which an electron emits Cherenkov light in bulk silicon.
2. For 200 keV electrons, find the probability of this loss per eV and per nm of path, and the resulting electron deflection.
3. The collection half-angle is 5 mrad. Compare the loss just found with the interband signal at 1.5 eV. Can the gap be read from the first intensity in the spectrum?
4. Does lowering the beam energy to 20 keV cure the problem in bulk silicon, and in a thin foil?

Use $mc^2=511.0$ keV, $\hbar c=197.33$ eV nm and $\alpha=1/137.04$.

## Solution

### 1. The threshold

Let an electron of total energy $E_e$ and momentum $p$ emit a photon of energy $E$ at angle $\theta$. In the medium the wave number is $nE/\hbar c$, so the photon carries momentum $nE/c$. After emission the electron obeys

$$(E_e-E)^2=p^2c^2-2pc\,nE\cos\theta+n^2E^2+m^2c^4 .$$

Subtract $E_e^2=p^2c^2+m^2c^4$, divide by $2npcE$, and use $E_e/pc=1/\beta$ with $\beta=v/c$:

$$\cos\theta=\frac{1}{n\beta}+\frac{(n^2-1)E}{2npc}.$$

The last term is the recoil. For a 1 eV photon it raises the threshold by 0.5 eV, which is negligible here. Without it, $\cos\theta\le1$ requires $\beta\ge1/n$: the electron must be faster than light of that frequency in the medium. The kinetic energy is $(\gamma-1)mc^2$ with $\gamma=1/\sqrt{1-\beta^2}$, so

$$T_c=mc^2\left[\frac{1}{\sqrt{1-1/n^2}}-1\right].$$

For $n=3.5$, $\beta_c=0.2857$ and $\gamma_c=1.0435$, hence

$$T_c=0.0435\times511.0\ \text{keV}=22.2\ \text{keV}\quad(817\ \text{hartree}).$$

The non-relativistic estimate $mc^2/2n^2$ gives 20.9 keV.

At 200 keV, $\gamma=1.3914$ and $\beta=0.6953$, so $n\beta=2.43$, well above one. A medium would need an index below $1/\beta=1.44$ to escape bulk Cherenkov emission at this beam energy.

### 2. The loss at 200 keV

The yield follows from the field that acts back on the electron. Let it move along $z$ with charge $-e$, and let fields vary as $e^{i(\mathbf q\cdot\boldsymbol\rho+Kz-\omega t)}$. Here $\mathbf q$ is the transverse wave vector, $K=\omega/v$ and $k_0=\omega/c=E/\hbar c$. The current $-ev\,\delta^2(\boldsymbol\rho)\,\delta(z-vt)$ has the Fourier amplitude $J_z=-e$, multiplying $e^{iKz}$.

With $\mathbf k=(\mathbf q,K)$ and permittivity $\varepsilon$, Maxwell's equations give

$$\mathbf k(\mathbf k\cdot\mathbf E)-k^2\mathbf E+\varepsilon k_0^2\mathbf E=-i\omega\mu_0\mathbf J .$$

The scalar product with $\mathbf k$ gives $\mathbf k\cdot\mathbf E=i\omega\mu_0eK/(\varepsilon k_0^2)$. Insert this in the $z$ component, and use $K^2/k_0^2=1/\beta^2$:

$$E_z=\frac{i\omega\mu_0e}{\beta^2}\,\frac{1/\varepsilon-\beta^2}{D},\qquad D=q^2+K^2-\varepsilon k_0^2 .$$

The force is $-eE_z$, so the energy lost per length is $eE_z$ at $z=vt$, where the phase $Kz-\omega t$ vanishes. The inverse transform contains $d^2q/(2\pi)^2$ and $d\omega/2\pi$. Adding positive and negative frequencies gives $e\,\mathrm{Re}E_z/4\pi^3$ per unit $\omega$ and $d^2q$. Divide by $\hbar\omega$ to count losses, and by $\hbar$ to pass from $\omega$ to $E$. With $\mu_0e^2=4\pi\alpha\hbar/c$,

$$\frac{dP}{dz\,dE\,d^2q}=\frac{\alpha}{\pi^2\hbar c\,\beta^2}\,\mathrm{Im}\left[\frac{\beta^2-1/\varepsilon}{D}\right].\tag{1}$$

Below the gap $\varepsilon=n^2$ is real, apart from the infinitesimal positive imaginary part that selects the causal field. Then $D=q^2-q_C^2-i0$, with

$$q_C=k_0\sqrt{n^2-1/\beta^2}.$$

If $n\beta<1$, $q_C^2$ is negative, $D$ never vanishes, and there is no loss. If $n\beta>1$, $\mathrm{Im}(1/D)=\pi\,\delta(q^2-q_C^2)$. Since $d^2q=\pi\,d(q^2)$ after the angular integration, the integral gives $\pi^2$, and

$$\frac{dP}{dz\,dE}=\frac{\alpha}{\hbar c}\left(1-\frac{1}{n^2\beta^2}\right).\tag{2}$$

At 200 keV the bracket is $1-1/2.434^2=0.831$, and the yield is $3.07\times10^{-5}$ per eV and nm. Nothing in (2) requires absorption. The electron loses energy to light that the crystal transmits, so the gap does not forbid the loss.

For $E=1$ eV, $q_C=0.0162\ \mathrm{nm^{-1}}$. The electron's own wave number is $\sqrt{T(T+2mc^2)}/\hbar c\approx2505\ \mathrm{nm^{-1}}$, so the deflection is their ratio, 6.5 microradians. A 5 mrad aperture centred on the beam accepts these electrons.

### 3. What this does to the gap

Above the gap, at 1.5 eV, the absorption law gives $\mu=6000\times0.38^2=866\ \mathrm{cm^{-1}}$. Intensity decays with $\mu=2k_0\kappa$, where $\kappa$ is the imaginary part of the index. Hence

$$\varepsilon_2=2n\kappa=\frac{n\mu\hbar c}{E}=0.040,\qquad \mathrm{Im}(-1/\varepsilon)=2.66\times10^{-4}.$$

Take the interband signal to be the loss without retardation. It follows from (1) by letting $c\to\infty$ at fixed $v$, which removes $\beta^2$ beside $1/\varepsilon$ and $\varepsilon k_0^2$ beside $K^2$. Integrating up to the aperture limit $q_c=2505\times0.005\approx12.5\ \mathrm{nm^{-1}}$ gives

$$S=\frac{\alpha}{\pi\hbar c\beta^2}\,\mathrm{Im}\left(-\frac1\varepsilon\right)\ln\left(1+\frac{q_c^2}{K^2}\right).$$

At 1.5 eV the logarithm is about 14, and $S=9.1\times10^{-8}$ per eV and nm. The Cherenkov loss is about 340 times larger.

The two should not simply be added, because both are contained in (1). For complex $\varepsilon$, set $a=K^2-\varepsilon k_0^2$. The integral over $q$ is then elementary:

$$\frac{dP}{dz\,dE}=\frac{\alpha}{\pi\hbar c\beta^2}\,\mathrm{Im}\left[\left(\beta^2-\frac1\varepsilon\right)\ln\frac{q_c^2+a}{a}\right].\tag{3}$$

With $n$ held at 3.5, this gives $3.074\times10^{-5}$ at 1.0 eV and $3.078\times10^{-5}$ at 1.5 eV, per eV and nm. The change across the gap is 0.14 percent. This figure belongs to the constant index: letting $n$ rise from about 3.52 to about 3.67 between the two energies, roughly as in real silicon, gives about 1.7 percent, almost all from the Cherenkov bracket in (2) and not from absorption. In this bulk model the first intensity at 200 keV therefore does not mark the gap, and fitting an onset to it would give a false value.

### 4. Lowering the beam energy to 20 keV

**Bulk.** Now $n\beta=0.95$. At 1.0 eV the loss (3) vanishes, while at 1.5 eV it is $4.7\times10^{-7}$ per eV and nm. An onset governed by absorption has returned.

**Foil.** Phase matching along $z$ assumed an unbounded medium. A foil has faces, which can take up momentum along their normal. Light can then be produced below the bulk threshold, either leaving the foil or guided inside it.

To size this, let the foil fill $0<z<t$ at normal incidence. The magnetic field $H$, perpendicular to $\mathbf q$ and $z$, obeys

$$H''-\kappa_m^2H=-ieq\,e^{iKz},\qquad \kappa_m^2=q^2-\varepsilon k_0^2 .$$

The driven solution is $H_1e^{iKz}$ with $H_1=ieq/D$. In vacuum it is $H_0e^{iKz}$, where $H_0$ and $\kappa_0$ follow by setting $\varepsilon=1$. Add the free waves $Be^{-\kappa_mz}+Ce^{-\kappa_m(t-z)}$ inside, $Ae^{\kappa_0z}$ before the foil, and $Fe^{-\kappa_0(z-t)}$ after it. For $q<k_0$, $\kappa_0=-i\sqrt{k_0^2-q^2}$ makes the outer waves outgoing.

The tangential fields are continuous, which means that $H$ and $H'/\varepsilon$ are. With $x=e^{-\kappa_mt}$ and $s=e^{iKt}$,

$$\begin{aligned}
H_0+A&=H_1+B+Cx,\\
iKH_0+\kappa_0A&=(iKH_1-\kappa_mB+\kappa_mCx)/\varepsilon,\\
H_0s+F&=H_1s+Bx+C,\\
iKH_0s-\kappa_0F&=(iKH_1s-\kappa_mBx+\kappa_mC)/\varepsilon .
\end{aligned}$$

These fix the four amplitudes. The field along the path is $E_z=(J_ze^{iKz}-iqH)/(i\omega\varepsilon_0\varepsilon)$, and the loss per electron follows as in part 2, with $E_z$ replaced by $\int E_ze^{-iKz}dz$. Numerical integration over $q$ gives, in units of $10^{-3}$ per eV:

| Foil | 200 keV, 1.0 eV | 200 keV, 1.5 eV | 20 keV, 1.0 eV | 20 keV, 1.5 eV |
|---|---|---|---|---|
| 50 nm | 1.09 | 1.10 | 0.18 | 0.25 |
| 100 nm | 1.99 | 1.61 | 0.50 | 0.77 |
| 300 nm | 11.4 | 13.2 | 0.65 | 0.57 |

The model has no absorption at 1.0 eV, so all the loss there goes into outgoing or guided light. For 100 nm at 200 keV it is 0.65 of the bulk rate times thickness. For 300 nm it is 1.24 times that product. At 200 keV the bulk formula thus gives the scale for these foils, but not an accurate yield. The wavelength inside silicon at 1 eV is 354 nm, so none of them is thick compared with it.

Guiding does not hide the loss. In the bulk picture the light travels at $65.7^\circ$ to the beam, beyond the total-reflection angle of $16.6^\circ$ at parallel faces. A ray at that angle would stay between the faces of a thick foil. These foils are too thin for the ray picture to hold: at 200 keV and 1.0 eV, about 97 percent of the loss in the 100 nm foil goes into light that leaves it, but only about 32 percent in the 300 nm foil. In either case the electron has already lost the energy.

At 20 keV the below-gap loss in the 100 nm foil is four times smaller than at 200 keV, but it is not zero. The rise from 0.50 to 0.77 could be mistaken for a gap onset if only these two energies are compared. Yet with absorption switched off, the loss rises smoothly through the gap energy and is already 0.72 at 1.5 eV. Absorption adds 0.05, about 7 percent of that; the share depends on thickness, and is about 15 percent for 50 nm and 33 percent for 300 nm. At 200 keV it adds about 2 percent. For a constant index of 3.5, going below 22 keV therefore removes the bulk Cherenkov term, but it does not by itself give a clean gap in this foil. Interpretation needs a calculation of the radiative loss for the actual thickness.

### How far this applies to real silicon

The index, gap and absorption law are rough, and real silicon departs from the constant index. Its index rises towards the direct transitions, and the threshold falls: 16.8 keV for $n=4$, 10.5 keV for $n=5$ and 7.2 keV for $n=6$. A 20 keV beam is thus below threshold near the gap but not at all higher photon energies. It reaches threshold at $n=3.68$, roughly the index of silicon at 1.5 eV, so the bulk onset is free of Cherenkov loss only over the first few tenths of an eV above the gap. An index increase of 0.02, a rough size for warming by 100 K, lowers the threshold by only 0.27 keV. Surface oxide, the tail of the zero-loss peak, detector resolution and plural scattering are left out. The straight path is also a limit. A rough screened-Rutherford estimate puts the elastic mean free path in silicon near 25 nm at 20 keV and near 200 nm at 200 keV. At 20 keV only a few percent of the electrons cross 100 nm without elastic deflection out of the aperture, and almost none cross 300 nm. Those table entries are model losses per undeflected electron, not signals a real foil of that thickness would deliver. The tail adds further intensity below the gap, so its omission does not rescue the direct reading at 200 keV.

The remaining values are in the numerical output below.

## Table of computed values

```
index n (rough, Si near 1 eV): 3.5
electron rest energy: 510.999 keV
threshold v/c: 0.28571
threshold Lorentz factor: 1.04350
threshold kinetic energy: 22.23 keV
threshold in hartree: 816.9
non-relativistic estimate: 20.86 keV
recoil shift of threshold at 1 eV: 0.50 eV
200 keV: Lorentz factor 1.3914, v/c 0.6953
200 keV: n v/c = 2.434
200 keV: smallest index that radiates 1.438
20 keV: v/c 0.2719, n v/c 0.9515
Cherenkov angle to beam at 200 keV: 65.7 deg
total-reflection angle Si/vacuum: 16.6 deg
transverse wave number at 1 eV: 0.01617 1/nm
electron deflection at 1 eV: 6.45 microrad
collection half-angle: 5.0 mrad
gap (rough): 1.12 eV; losses at 1.0, 1.5 eV
absorption prefactor (rough): 6000 1/(cm eV^2)
absorption at 1.5 eV: 866 1/cm
eps2 at 1.5 eV: 0.0399
Im(-1/eps) at 1.5 eV: 2.658e-04
Cherenkov yield, 200 keV: 3.074e-05 1/(eV nm)
same for 100 nm, bulk rate: 3.074e-03 1/eV
interband signal, 1.5 eV: 9.118e-08 1/(eV nm)
Cherenkov / interband signal: 337
bulk 200 keV, loss at 1.0 eV: 3.0737e-05 1/(eV nm)
bulk 200 keV, loss at 1.5 eV: 3.0779e-05 1/(eV nm)
change across gap: 0.14 percent
bulk 20 keV, loss at 1.0 eV: 3.8e-20 1/(eV nm)
bulk 20 keV, loss at 1.5 eV: 4.742e-07 1/(eV nm)
light wavelength in Si at 1 eV: 354 nm
foil 50 nm, 200 keV: loss at 1.0 eV 1.093e-03, at 1.5 eV 1.099e-03 1/eV
foil 100 nm, 200 keV: loss at 1.0 eV 1.994e-03, at 1.5 eV 1.608e-03 1/eV
foil 300 nm, 200 keV: loss at 1.0 eV 1.143e-02, at 1.5 eV 1.318e-02 1/eV
100 nm, 200 keV, 1.5 eV: no absorption 1.577e-03, absorption adds 3.15e-05 1/eV
foil 50 nm, 20 keV: loss at 1.0 eV 1.815e-04, at 1.5 eV 2.500e-04 1/eV
foil 100 nm, 20 keV: loss at 1.0 eV 5.000e-04, at 1.5 eV 7.701e-04 1/eV
foil 300 nm, 20 keV: loss at 1.0 eV 6.453e-04, at 1.5 eV 5.714e-04 1/eV
100 nm, 20 keV, 1.5 eV: no absorption 7.183e-04, absorption adds 5.19e-05 1/eV
100 nm foil / bulk rate, 200 keV, 1 eV: 0.649
threshold if n = 4.0: 16.76 keV
threshold if n = 5.0: 10.54 keV
threshold if n = 6.0: 7.25 keV
threshold shift for n + 0.02: -268 eV
```
